# The optimized effective potential as KLI plus a divergence, part 1

(Sections cited here and not found follow in the later parts.)

## What goes wrong without this form

An exact-exchange Kohn–Sham code needs the local potential $v(\mathbf r)$ that makes the Fock-type total energy stationary. The defining condition, the optimized effective potential (OEP) equation, is an integral equation of the first kind. Its kernel falls off as the density in the tails and as $1/q^2$ for potential components of wave number $q$, so a direct inversion magnifies noise exactly where the grid or basis is least reliable. One way around the inversion is the Krieger–Li–Iafrate (KLI) potential, which needs only an $N\times N$ linear solve. Without an exact relation between the two potentials, an implementer cannot say what KLI has left out, cannot check an OEP solver point by point, and is easily reassured by the statement that KLI is "correct on average".

The beryllium atom shows how far that reassurance reaches. In the exchange-only calculation described below, the KLI total energy lies only $0.000150$ Ha ($0.00409$ eV) above the OEP energy. Yet the KLI $1s$ eigenvalue is $-113.39$ eV against $-112.27$ eV for the OEP, the exchange virial relation is violated by $0.021201$ Ha ($0.577$ eV), and the term that KLI drops is as large as $2.05$ eV at $0.476$ Å from the nucleus, which is not yet its maximum. The density-weighted average of that term is nevertheless exactly zero.

The relation that accounts for all of this is
$$
v=\mathcal K[v]+D,\qquad D=-\frac1n\nabla\cdot\mathbf J,\qquad \int nD\,d^3r=0,
$$
where $\mathcal K[v]$ has the KLI form and $\mathbf J$ is built from first-order orbital shifts. KLI sets $D$ to its average. It is a mean-field approximation in that sense and in no stronger one.

## Conventions

Hartree atomic units are used, with $1$ Ha $=27.211386$ eV and $1$ bohr $=0.529177$ Å. All equations refer to one spin channel unless stated otherwise, and the spin label is dropped. The system is finite. The Kohn–Sham operator is
$$
h=-\tfrac12\nabla^2+v_s(\mathbf r),\qquad h\varphi_i=\varepsilon_i\varphi_i ,
$$
with a real, local $v_s$. The lowest $N$ orbitals are occupied, $\varphi_N$ is the highest of them, and a gap separates $\varepsilon_N$ from the first empty level, so that the occupation does not change under a small change of $v_s$. The orbital densities are $n_i=|\varphi_i|^2$ and the spin density is $n=\sum_{i\le N}n_i$, which is positive everywhere because the lowest orbital has no node. The exchange potential is defined by subtraction, $v=v_s-v_{\rm ext}-v_H$, where $v_H$ is the Hartree potential of the total density of both spins.

The exchange energy of the channel is
$$
E_x=-\frac12\sum_{i,j\le N}\iint\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\,\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$
A given $\varphi_i^*$ occurs once in the first slot and once in the third, the two contributions are equal after relabelling, and the factor $\tfrac12$ cancels:
$$
\frac{\delta E_x}{\delta\varphi_i^*(\mathbf r)}=-\sum_{j\le N}\varphi_j(\mathbf r)\int\frac{\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'\equiv(\hat K\varphi_i)(\mathbf r). \tag{1}
$$
The Fock exchange operator $\hat K$ so defined carries its minus sign and is Hermitian. The orbital-specific potentials are defined by $u_i\varphi_i=\hat K\varphi_i$. They are singular at the nodes of $\varphi_i$, but only the products $u_i\varphi_i=\hat K\varphi_i$ and $n_iu_i=\varphi_i^*\hat K\varphi_i$ ever appear, and a code should never divide by $\varphi_i$. Orbital averages are written $\bar A_i=\int n_iA\,d^3r$, so $\bar u_i=\langle\varphi_i|\hat K|\varphi_i\rangle$ is real, and
$$
X_{ji}=\langle\varphi_j|v-\hat K|\varphi_i\rangle=X_{ij}^*,\qquad d_i=X_{ii}=\bar v_i-\bar u_i .
$$

## The OEP equation in terms of orbital shifts

The total energy is the expectation value of the interacting Hamiltonian in the determinant of the $\varphi_i$, regarded as a functional of $v_s$. Varying the orbitals of one spin gives
$$
\delta E=\sum_{i\le N}\langle\delta\varphi_i|\,{-\tfrac12\nabla^2}+v_{\rm ext}+v_H+\hat K\,|\varphi_i\rangle+\text{c.c.}=\sum_{i\le N}\langle\delta\varphi_i|h-v+\hat K|\varphi_i\rangle+\text{c.c.}
$$
The second form uses the definition of $v$. First-order perturbation theory gives the orbital change,
$$
\delta\varphi_i=-G_i\,\delta v_s\,\varphi_i,\qquad G_i=\sum_{\varepsilon_j\ne\varepsilon_i}\frac{|\varphi_j\rangle\langle\varphi_j|}{\varepsilon_j-\varepsilon_i},
$$
where $j$ runs over occupied and empty states, the continuum included. Mixing inside a degenerate occupied level is omitted from $\delta\varphi_i$ because it is a unitary rotation among occupied orbitals and leaves the determinant unchanged. Since $\delta\varphi_i$ is orthogonal to $\varphi_i$, the term $\langle\delta\varphi_i|h|\varphi_i\rangle=\varepsilon_i\langle\delta\varphi_i|\varphi_i\rangle$ vanishes. With $G_i$ Hermitian, $\langle\delta\varphi_i|=-\langle\varphi_i|\delta v_s\,G_i$, and the two minus signs combine:
$$
\delta E=\sum_i\langle\varphi_i|\delta v_s\,G_i\,(v-\hat K)|\varphi_i\rangle+\text{c.c.}
$$
The orbital shift is defined as
$$
\psi_i=-G_i\,(v-\hat K)\,\varphi_i. \tag{2}
$$
It is the first-order change that $\varphi_i$ would undergo if the perturbation $v-\hat K$ were added to the Hamiltonian. In terms of it,
$$
\delta E=-2\int\delta v_s\,S\,d^3r,\qquad S(\mathbf r)=\mathrm{Re}\sum_{i\le N}\varphi_i^*\psi_i. \tag{3}
$$
The factor $2$ comes from adding the complex conjugate. For a closed shell in which both spin potentials are varied together it becomes $4$. The OEP equation is
$$
S(\mathbf r)=0\quad\text{for all }\mathbf r. \tag{4}
$$
Because $2S$ is the first-order density change caused by $v-\hat K$, equation (4) says that exchanging the nonlocal operator for the local potential leaves the density unchanged to first order.

The sum over states is avoided by applying $h-\varepsilon_i$ to (2). One has $(h-\varepsilon_i)G_i=1-\hat P_i$, where $\hat P_i$ projects on the level $\varepsilon_i$. For a nondegenerate level $\hat P_i(v-\hat K)\varphi_i=d_i\varphi_i$. For a degenerate level the projection also contains $X_{ji}\varphi_j$ for the partners $j$. The block of $X$ inside the level is Hermitian, so the partners can be rotated to make it diagonal, and this choice is assumed from here on. Then
$$
(h-\varepsilon_i)\psi_i=-\,[\,v-u_i-d_i\,]\,\varphi_i,\qquad \hat P_i\psi_i=0. \tag{5}
$$
The constant $d_i$ is what makes (5) solvable: the left side is orthogonal to $\varphi_i$, and $\int n_i(v-u_i-d_i)\,d^3r=0$ makes the right side so. The orthogonality condition fixes the free multiple of $\varphi_i$. It is $\varphi_i$ and its degenerate partners alone that are projected out. The shift $\psi_i$ does contain the other occupied orbitals.

Adding a constant $c$ to $v$ adds $c$ to each $d_i$ and leaves the source in (5), the shifts and $S$ unchanged. Equation (4) therefore fixes $v$ only up to a constant.

## An identity that holds for every potential

Multiply (5) from the left by $\varphi_i^*$. The left side is
$$
\varphi_i^*(h-\varepsilon_i)\psi_i=-\tfrac12\varphi_i^*\nabla^2\psi_i+(v_s-\varepsilon_i)\varphi_i^*\psi_i .
$$
The complex conjugate of the orbital equation reads $(v_s-\varepsilon_i)\varphi_i^*=\tfrac12\nabla^2\varphi_i^*$. This step needs $v_s$ real and multiplicative, since $v_s$ acts on $\psi_i$ in the first line and is moved onto $\varphi_i^*$. Then
$$
\varphi_i^*(h-\varepsilon_i)\psi_i=-\tfrac12\left(\varphi_i^*\nabla^2\psi_i-\psi_i\nabla^2\varphi_i^*\right)=-\tfrac12\nabla\cdot\left(\varphi_i^*\nabla\psi_i-\psi_i\nabla\varphi_i^*\right),
$$
where the last equality holds because the two cross terms $\nabla\varphi_i^*\cdot\nabla\psi_i$ cancel when the divergence is expanded. The right side of (5) gives $-n_i(v-u_i-d_i)$. Both sides carry a minus sign, so
$$
n_i\,(v-u_i-d_i)=\tfrac12\nabla\cdot\left(\varphi_i^*\nabla\psi_i-\psi_i\nabla\varphi_i^*\right). \tag{6}
$$
At a Coulomb nucleus each Laplacian diverges as $1/r$, but $\varphi_i$, $\psi_i$ and their gradients stay bounded. The flux through a small sphere around the nucleus goes to zero with its area, so (6) contains no delta function.

The product rule $\nabla(\varphi_i^*\psi_i)=\varphi_i^*\nabla\psi_i+\psi_i\nabla\varphi_i^*$ allows the bracket to be rewritten as
$$
\varphi_i^*\nabla\psi_i-\psi_i\nabla\varphi_i^*=\nabla(\varphi_i^*\psi_i)-2\psi_i\nabla\varphi_i^* .
$$
Now sum (6) over the occupied orbitals and take the real part. On the left, $v$ and $d_i$ are real and $\sum_in_iv=nv$. Define
$$
\mathcal K[v]=\frac1n\sum_{i\le N}n_i\left(\mathrm{Re}\,u_i+\bar v_i-\bar u_i\right),\qquad \mathbf J=\mathrm{Re}\sum_{i\le N}\psi_i\nabla\varphi_i^* . \tag{7}
$$
The result is
$$
n\,\big(v-\mathcal K[v]\big)=\tfrac12\nabla^2S-\nabla\cdot\mathbf J. \tag{8}
$$
The coefficient of $\nabla\cdot\mathbf J$ is $\tfrac12\times(-2)=-1$. Nothing in the passage from (5) to (8) used the OEP condition, nor even the relation between $v$ and $v_s$. Equation (8) holds for any function $v$ placed in the source of (5), provided the $\varphi_i$ are eigenfunctions of the $h$ on the left. This makes it a good unit test for the shift solver, the exchange integrals and the derivative routines before any OEP iteration exists.

## The OEP as KLI form plus divergence

Setting $S=0$ in (8) and dividing by $n>0$ gives
$$
v=\mathcal K[v]+D,\qquad D=-\frac1n\nabla\cdot\mathbf J=-\frac1n\,\mathrm{Re}\,\nabla\cdot\sum_{i\le N}\psi_i\nabla\varphi_i^*. \tag{9}
$$
When the real part is written as half the sum with the complex conjugate, the prefactor becomes $1/2n$ for every term, the divergence included. Using one convention for the KLI terms and the other for the divergence doubles or halves $D$.

The converse also holds. For an arbitrary $v$, with its own shifts and its own $D[v]$, equation (8) can be rearranged to
$$
\mathcal K[v]+D[v]=v-\frac1{2n}\nabla^2S[v]. \tag{10}
$$
If $v$ satisfies (9), then $\nabla^2S=0$ everywhere. A harmonic function takes its extreme values on the boundary, and $S$ decays at infinity, so $S=0$. Equation (9) with (5) is thus equivalent to the OEP equation. The form of $\mathbf J$ matters here. If the antisymmetric bracket of (6) is coded in place of $-2\psi_i\nabla\varphi_i^*$, the resulting "equation" is the identity (8), which every potential satisfies, and an iteration built on it returns its input unchanged. The physical condition enters only when $\tfrac12\nabla^2S$ is dropped.

### The average of the divergence term

Multiplying $D$ by $n$ removes the denominator, and Gauss' theorem over a sphere of radius $\mathcal R$ gives
$$
\int_{r<\mathcal R}nD\,d^3r=-\oint\mathbf J\cdot d\mathbf A\;\longrightarrow\;0\qquad(\mathcal R\to\infty), \tag{11}
$$
because $\mathbf J$ is a product of bound, exponentially decaying functions. In a box with hard walls $\psi_i=0$ on the wall and the surface term vanishes exactly. In a periodic cell the contributions of opposite faces cancel. Over a part of space, such as one atomic shell, the integral equals the flux of $\mathbf J$ through the boundary and is not zero in general.

The weight must be the density of the same spin. The unweighted integral of $D$ has no reason to vanish.

Define the average $\langle A\rangle_n=N^{-1}\int nA\,d^3r$. The constant $c$ that minimizes $\int n(D-c)^2d^3r$ follows from setting the derivative $-2\int n(D-c)\,d^3r$ to zero, which gives $c=\langle D\rangle_n=0$. The KLI equation
$$
v^{\rm KLI}=\mathcal K[v^{\rm KLI}] \tag{12}
$$
is therefore (9) with the field $D(\mathbf r)$ replaced by its mean. The shifts, which describe how each orbital responds in detail to the difference between $v$ and its own $u_i$, drop out, and only the orbital averages $d_i$ survive.

### How little the vanishing average says

The same zero follows without Gauss' theorem and without the OEP condition. From (7), using $\int n_i\,\mathrm{Re}\,u_i\,d^3r=\bar u_i$ and $\int n_i\,d^3r=1$,
$$
\int n\,\mathcal K[v]\,d^3r=\sum_i(\bar u_i+\bar v_i-\bar u_i)=\sum_i\bar v_i=\int nv\,d^3r .
$$
So $\int n(v-\mathcal K[v])\,d^3r=0$ for every $v$ whatever: the OEP, a local-density potential, or $v=0$. The vanishing average is a property of the form $\mathcal K$. It is one scalar condition, it holds for good and bad potentials alike, and it places no bound on $|D(\mathbf r)|$. Its real role is to make the KLI equations solvable.

The OEP has been shown to equal the KLI form plus a divergence term $D$ whose density-weighted average vanishes, a condition that places no bound on $D$ at any point. What remains is to solve the KLI linear system and fix its constant, to find how the two potentials differ, and to test the results on the beryllium atom.
